# Stern's polarizability and screening in the two-dimensional electron gas, part 1

(Sections cited here and not found follow in the second part.)

## First half: the polarizability

Electrons move freely in a plane of zero thickness, over a uniform neutralizing background. The aim is to find how their density responds to a weak potential of given wavevector and frequency, and then how they screen a charge.

Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree. The band is $\varepsilon_{\mathbf k}=k^2/2$, with two spin states and no other degeneracy. The temperature is zero everywhere except in part (g). States with $k<k_F$ are then filled, so the occupation $f_{\mathbf k}$ is 1 inside a disk and 0 outside. A unit area holds $d^2k/(2\pi)^2$ plane waves per spin, which gives the density and the Fermi energy

$$n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad E_F=\frac{k_F^2}{2}=\pi n .$$

The density parameter $r_s$ is the radius of the disk holding one electron on average, $\pi r_s^2n=1$, hence $k_F=\sqrt2/r_s$. The numerical example has $r_s=2$ bohr: $n=0.0796$ per bohr², $k_F=0.7071$ per bohr and $E_F=0.25$ hartree. The numerical check checks the formulas for the polarizability, the zero-temperature screening wavevector and the plasmon by integrating the difference of occupations directly. It checks (11), (12) and (15) by other numerical integrals, and it does not test the Friedel oscillation (13).

### (a) From a weak potential to a response function

*An electron has the potential energy $U e^{i\mathbf q\cdot\mathbf r-izt}$, with $z=\omega+i\eta$ and $\eta>0$. Find the induced density $\delta n\,e^{i\mathbf q\cdot\mathbf r-izt}$ of noninteracting electrons to first order in $U$.*

**Solution.** A real potential is the sum of this term and its complex conjugate. To first order the two act separately, so one suffices. Because $\eta>0$, the potential vanishes in the distant past, when the electrons were in their ground state. This selects the causal response.

Let $\rho$ be the one-particle density matrix for one spin. It obeys $i\,\partial_t\rho=[H,\rho]$, and before the perturbation $\langle\mathbf k|\rho|\mathbf k\rangle=f_{\mathbf k}$. The potential connects $\mathbf k$ to $\mathbf k+\mathbf q$ with matrix element $Ue^{-izt}$. Write the first-order change as $\langle\mathbf k+\mathbf q|\delta\rho|\mathbf k\rangle=\rho_1e^{-izt}$, and define the pair energy

$$\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf q\cdot\mathbf k+\frac{q^2}{2}.$$

The commutator of the potential with the unperturbed density matrix gives $U(f_{\mathbf k}-f_{\mathbf k+\mathbf q})$. The equation of motion is therefore

$$z\rho_1=\Delta\,\rho_1+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q})
\quad\Rightarrow\quad
\rho_1=U\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z-\Delta}.$$

Each such element contributes $\rho_1e^{i\mathbf q\cdot\mathbf r}$, divided by the area, to the density. Summing over $\mathbf k$ and two spins gives $\delta n=\chi_0U$. The polarizability is defined here with the opposite sign, $\Pi=-\chi_0$:

$$\delta n=-\Pi U,\qquad
\Pi(q,z)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\Delta-z}. \tag{1}$$

With this sign the static $\Pi$ is positive. If $\Delta>0$, the lower state $\mathbf k$ is at least as full as the upper one; if $\Delta<0$, both signs reverse. Electrons leave regions where their potential energy is raised.

### (b) The angular integral

*Reduce (1) to integrals over the filled disk and carry out the integration over the direction of $\mathbf k$. Take care with the sign of the complex square root.*

**Solution.** In the term with $f_{\mathbf k+\mathbf q}$ substitute $\mathbf k\to-\mathbf k-\mathbf q$. The occupation becomes $f_{-\mathbf k}=f_{\mathbf k}$. The two energies change places, so $\Delta\to-\Delta$. That term becomes $-f_{\mathbf k}/(-\Delta-z)=f_{\mathbf k}/(\Delta+z)$, and

$$\Pi=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\Delta-z}+\frac1{\Delta+z}\right]. \tag{2}$$

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$, and set $a_\pm=z\pm q^2/2$. Then

$$\frac1{\Delta-z}=-\frac1{a_--qk\cos\theta},\qquad
\frac1{\Delta+z}=\frac1{a_++qk\cos\theta}.$$

Both angular integrals have the form $J(a,b)=\int_0^{2\pi}d\theta/(a-b\cos\theta)$ with $b=qk$ and $\operatorname{Im}a>0$, since shifting $\theta$ by $\pi$ reverses the sign of the cosine. For $|a|>b$, expand in powers of $b/a$. Odd powers of the cosine average to zero, and the average of $\cos^{2m}\theta$ is $\binom{2m}{m}/4^m$. Thus

$$J=\frac{2\pi}{a}\sum_{m=0}^{\infty}\binom{2m}{m}\frac1{4^m}\frac{b^{2m}}{a^{2m}}
=\frac{2\pi}{a}\left(1-\frac{b^2}{a^2}\right)^{-1/2},$$

where the sum is the binomial series. To extend this to smaller $|a|$, define

$$R(a,b)=\sqrt{a-b}\,\sqrt{a+b},$$

with principal square roots. For $\operatorname{Im}a>0$ neither argument meets the branch cut on the negative real axis, so $R$ is analytic and nonzero. At large $|a|$ it approaches $a$, so there $J=2\pi/R$ with the correct sign. Both $J$ and $2\pi/R$ are analytic in the upper half plane, and two analytic functions that agree in part of a connected region agree throughout it. Therefore

$$\int_0^{2\pi}\frac{d\theta}{a-b\cos\theta}=\frac{2\pi}{R(a,b)},
\qquad \operatorname{Im}a>0. \tag{3}$$

A single principal root $\sqrt{a^2-b^2}$ would have the wrong sign when $\operatorname{Re}a<0$. That case occurs here, because $a_-$ has a negative real part whenever $\omega<q^2/2$.

### (c) The radial integral and the dynamic polarizability

*Integrate over $k$ from 0 to $k_F$ and express the result with dimensionless variables.*

**Solution.** The prefactor in (2) is $2/(2\pi)^2$, and (3) supplies $2\pi$. Their product is $1/\pi$:

$$\Pi=\frac1\pi\int_0^{k_F}k\,dk
\left[\frac1{R(a_+,qk)}-\frac1{R(a_-,qk)}\right]. \tag{4}$$

Since $R^2=a^2-q^2k^2$, differentiation with respect to $k$ gives $2R\,\partial_kR=-2q^2k$, or $k/R=-\partial_kR/q^2$. As $k$ grows no branch cut is crossed. At $k=0$, $R=\sqrt a\sqrt a=a$. Hence

$$\int_0^{k_F}\frac{k\,dk}{R(a,qk)}=\frac{a-R(a,qk_F)}{q^2}.$$

Insert this into (4) and use $a_+-a_-=q^2$:

$$\Pi=\frac1{\pi q^2}\left[q^2+R(a_-,qk_F)-R(a_+,qk_F)\right].$$

Now divide the arguments by the positive number $qk_F$, defining

$$\nu_\pm=\frac{z}{qk_F}\pm\frac{q}{2k_F},\qquad
s(\nu)=\sqrt{\nu-1}\,\sqrt{\nu+1}.$$

Then $R(a_\pm,qk_F)=qk_F\,s(\nu_\pm)$, and the dynamic form of Stern's polarizability is

$$\boxed{\;\Pi(q,z)=\frac1\pi\left\{1+\frac{k_F}{q}
\left[s(\nu_-)-s(\nu_+)\right]\right\}\;} \tag{5}$$

### (d) Real frequencies and absorption

*Let $\eta\to0^+$ with $\omega\ge0$. Separate the real and imaginary parts of $\Pi$, and find where energy can be absorbed.*

**Solution.** The variable $\nu$ approaches the real axis from above. The principal root of a negative number $-x$ is then $+i\sqrt x$. For $\nu>1$ both factors of $s$ are real. For $|\nu|<1$ one factor is imaginary. For $\nu<-1$ both are, and $i\cdot i=-1$. So

$$s(\nu)=\begin{cases}
\operatorname{sgn}(\nu)\sqrt{\nu^2-1}, & |\nu|>1,\\
i\sqrt{1-\nu^2}, & |\nu|<1.
\end{cases}\tag{6}$$

With $\Theta$ the unit step function, (5) gives

$$\operatorname{Im}\Pi=\frac{k_F}{\pi q}\left[
\Theta(1-\nu_-^2)\sqrt{1-\nu_-^2}-\Theta(1-\nu_+^2)\sqrt{1-\nu_+^2}\right],$$

$$\operatorname{Re}\Pi=\frac1\pi\left\{1+\frac{k_F}{q}\left[
\operatorname{sgn}(\nu_-)\Theta(\nu_-^2-1)\sqrt{\nu_-^2-1}
-\Theta(\nu_+^2-1)\sqrt{\nu_+^2-1}\right]\right\}.$$

On the real axis $\nu_+^2-\nu_-^2=2\omega/k_F^2$. For $\omega>0$ the first root in $\operatorname{Im}\Pi$ is thus larger than the second when both are present. If $|\nu_-|\ge1$, both are absent. Hence $\operatorname{Im}\Pi>0$ where $|\nu_-|<1$, which means

$$\frac{q^2}{2}-qk_F<\omega<\frac{q^2}{2}+qk_F,\qquad\omega>0. \tag{7}$$

This is the pair continuum. Its limits are the smallest and largest values of $\Delta$ for an electron in the disk; a negative lower limit is replaced by zero. The term with $\nu_+$ removes transitions into filled states.

For $q=0.5$ and $\omega=0.4$ at $r_s=2$, one has $\nu_-=0.7778$, $\nu_+=1.4849$ and $k_F/q=1.4142$. Thus

$$\operatorname{Re}\Pi=0.3183\,(1-1.4142\times1.0977)=-0.176,$$
$$\operatorname{Im}\Pi=0.3183\times1.4142\times0.6285=0.283 .$$

Four points, with $q$ per bohr, $\omega$ in hartree and $\Pi$ per (hartree bohr²), show the different cases:

| $q$ | $\omega$ | $\nu_-$ | $\nu_+$ | Re $\Pi$ | Im $\Pi$ |
|---|---|---|---|---|---|
| 0.5 | 0.1 | −0.071 | 0.636 | 0.318 | 0.102 |
| 0.5 | 0.4 | 0.778 | 1.485 | −0.176 | 0.283 |
| 0.5 | 0.8 | 1.909 | 2.616 | −0.038 | 0 |
| 2.0 | 0.2 | −1.273 | 1.556 | 0.096 | 0 |

In the first row both values of $s$ are imaginary, so the real part is $1/\pi$. The third row lies above the continuum and the fourth below it.

### (e) The static limit

*Set $\omega=0$. Find $\Pi(q,0)$ for all $q$, its behaviour just above $q=2k_F$ and at large $q$, and explain its shape.*

We now have the polarizability at any wavevector and frequency, equation (5), and the region (7) where energy is absorbed. The static limit just posed remains to be solved, followed by screening, the effect of temperature, the long-wavelength response and the plasmon.

Numerical values quoted here were computed with a short program.
